\section*{The radial Coulomb problem in D dimensions as a harmonic oscillator, part 2}

A unit-mass particle in $D\ge2$ dimensions has potential $-Z/r$, in Hartree atomic units. With $\psi=R(r)Y$, where $r^lY$ is a harmonic homogeneous polynomial of degree $l$,
\begin{equation}
-\frac12\Big[R''+\frac{D-1}{r}R'-\frac{l(l+D-2)}{r^2}R\Big]-\frac{Z}{r}R=E R .\label{C}
\end{equation}
Setting $r=\rho^2/b$ and $F(\rho)=R(r)$ gives the radial oscillator in $d$ dimensions,
\begin{equation}
-\frac12\Big[F''+\frac{d-1}{\rho}F'-\frac{L(L+d-2)}{\rho^2}F\Big]+\frac12\omega^2\rho^2F=\varepsilon F ,\label{O}
\end{equation}
with the dictionary
\begin{equation}
d=2D-2,\qquad L=2l,\qquad \omega^2=-\frac{8E}{b^2},\qquad \varepsilon=\frac{4Z}{b}.\label{dict}
\end{equation}
Here $b=1$ bohr, and $\omega$ is quoted as $\hbar\omega$ in hartree. The measures and inner products obey
\begin{equation}
r^{D-1}dr=2\rho^{2D-1}d\rho=2\rho^2\,\rho^{d-1}d\rho .\label{meas}
\end{equation}
\begin{align}
\int R_1R_2\,r^{D-1}dr&=2\int F_1\,\rho^2F_2\,\rho^{d-1}d\rho,\label{ip1}\\
\int R_1\frac1rR_2\,r^{D-1}dr&=2\int F_1F_2\,\rho^{d-1}d\rho .\label{ip2}
\end{align}
The kinetic energy integrals, $T_C$ for Coulomb and $T_O$ for the oscillator, obey
\begin{equation}
T_C[R]=\tfrac12\,T_O[F].\label{kin}
\end{equation}
Finite kinetic energy selects the regular solutions, $R\sim r^l$ and $F\sim\rho^L$. For $E<0$ the bound ones are $F\propto\rho^Le^{-x/2}w_n(x)$, with $x=\omega\rho^2$, $\kappa=d-1+2L$ and
\begin{equation}
\alpha+1=\frac{\kappa+1}{2}=L+\frac d2,\qquad \varepsilon=\omega\,(2n+\alpha+1).\label{eps}
\end{equation}
Thus $\alpha=2l+D-2$. The polynomial $w_n=\sum_jc_jx^j$ has degree $n=n_r=0,1,2,\dots$, the number of radial nodes, and
\begin{equation}
c_{j+1}=\frac{j-n}{(j+1)(j+\alpha+1)}\,c_j .\label{rec}
\end{equation}
The $w_n$ are orthogonal with weight $x^\alpha e^{-x}$. For one atom, $\nu=n_r+l+\frac{D-1}{2}$, $\omega=2Z/\nu$ and $E=-Z^2/2\nu^2$, so each $\nu$ has its own oscillator frequency.

The accompanying program diagonalises \eqref{C} in $r$ and \eqref{O} in $\rho$ separately. Its 36 test states have $D=2$ to 5, $l=0$ to 2, $n_r=0$ to 2 and $Z=1.7$.

\section{Normalisation and mean values}

\noindent Q: If the map is not unitary, can a normalised oscillator state tell me anything about mean values in the atom?

\medskip\noindent A: Yes, at the cost of one factor. Let $F$ be normalised with weight $\rho^{d-1}$ and denote its mean values by $\langle\;\rangle_O$. First find $\langle\rho^2\rangle_O$. Differentiate $\varepsilon=\langle F|H|F\rangle$ with respect to $\omega$ at fixed $d$, $L$, $n_r$. The terms with $\partial_\omega F$ add up to $2\varepsilon\langle\partial_\omega F|F\rangle=\varepsilon\,\partial_\omega\langle F|F\rangle=0$, because $H$ is symmetric on regular decaying functions and the norm is fixed at 1. What remains is the Hellmann--Feynman relation $d\varepsilon/d\omega=\langle\partial_\omega H\rangle_O=\omega\langle\rho^2\rangle_O$. By \eqref{eps} $\varepsilon$ is proportional to $\omega$, so $d\varepsilon/d\omega=\varepsilon/\omega$ and
\begin{equation}
\langle\rho^2\rangle_O=\frac{\varepsilon}{\omega^2}.\label{r2}
\end{equation}
The mean potential energy is $\frac12\omega^2\langle\rho^2\rangle_O=\varepsilon/2$, and the mean kinetic energy is the remainder, $\langle T\rangle_O=\varepsilon/2$.

Let the normalised Coulomb function be $R(\rho^2)=\mathcal N F(\rho)$. Equation \eqref{ip1} requires $1=2\mathcal N^2\langle\rho^2\rangle_O$, so
\begin{equation}
\mathcal N=\frac{\omega}{\sqrt{2\varepsilon}} .\label{N}
\end{equation}
For a power of $r$, \eqref{meas} gives $\langle r^p\rangle_C=2\mathcal N^2\langle\rho^{2p+2}\rangle_O$, that is
\begin{equation}
\langle r^p\rangle_C=\frac{\langle\rho^{2p+2}\rangle_O}{\langle\rho^2\rangle_O},\label{mom}
\end{equation}
whenever the integrals converge at the origin. For $p=-1$,
\begin{equation}
\Big\langle\frac1r\Big\rangle_C=\frac{1}{\langle\rho^2\rangle_O}=\frac{\omega^2}{\varepsilon}=\frac{4Z^2/\nu^2}{4Z}=\frac{Z}{\nu^2}.
\end{equation}
The kinetic energy follows from \eqref{kin}, which is quadratic in the function:
\begin{equation}
\langle T\rangle_C=\mathcal N^2\,\tfrac12\langle T\rangle_O=\frac{\omega^2}{4\varepsilon}\langle T\rangle_O=\frac{\omega^2}{8}=-E .
\end{equation}
The equal sharing of energy in the oscillator has become the Coulomb virial theorem, $\langle T\rangle_C=-E$ and $\langle V\rangle_C=-Z^2/\nu^2=2E$. The program asserts \eqref{r2}, \eqref{N}, \eqref{mom} for $p=\pm1$ and the kinetic relation on the 36 numerical states.

\medskip\noindent Q: You said one atom needs many oscillators. What, then, does one oscillator describe?

\medskip\noindent A: Fix $\omega$, $d$ and $L$. Then $E=-\omega^2/8$ is fixed, and the levels $\varepsilon_n=\omega(2n+2l+D-1)$ correspond to the charges
\begin{equation}
Z_n=\frac{\varepsilon_n}{4}=\frac{\omega}{4}(2n+2l+D-1),\qquad n=0,1,2,\dots
\end{equation}
These are the charges at which a state with $n$ nodes sits at the prescribed energy. The functions $R_n$ are called Coulomb Sturmians. They share the exponential $e^{-\omega r/2}$. The oscillator states are orthogonal with weight $\rho^{d-1}$, which is the orthogonality of the $w_n$ shown above, because $\rho^{2L+d-1}d\rho=\rho^{2\alpha+1}d\rho=x^\alpha dx/2\omega^{\alpha+1}$. By \eqref{ip2} the Sturmians are therefore orthogonal with the weight $1/r$. Their ordinary overlap is by \eqref{ip1} a matrix element of $\rho^2$ and need not vanish. Conversely, two levels of one atom with the same $l$ are orthogonal in the ordinary sense, but their images belong to oscillators of different frequency.

\section{At and above threshold}

\noindent Q: What survives for $E\ge0$?

\medskip\noindent A: The differential identity and the choice of the regular solution survive. For $E=0$ and $Z>0$, \eqref{O} with $\omega=0$ reads $F''+(d-1)F'/\rho-L(L+d-2)F/\rho^2+K^2F=0$ with $K^2=2\varepsilon=8Z$. Put $F=\rho^{-\gamma}y$ with $\gamma=(d-2)/2$. Then $F'=\rho^{-\gamma}(y'-\gamma y/\rho)$ and $F''=\rho^{-\gamma}(y''-2\gamma y'/\rho+\gamma(\gamma+1)y/\rho^2)$. With $d-1=2\gamma+1$ the coefficient of $y'/\rho$ is $-2\gamma+2\gamma+1=1$, and that of $y/\rho^2$ is $\gamma(\gamma+1)-\gamma(2\gamma+1)-L(L+2\gamma)=-(L+\gamma)^2$. Since $L+\gamma=\alpha$, this is Bessel's equation of order $\alpha$, and the regular solution is
\begin{equation}
R(r)\propto\rho^{-(d-2)/2}J_\alpha(\sqrt{8Z}\,\rho)=r^{-(D-2)/2}J_{2l+D-2}(\sqrt{8Zr}).\label{zero}
\end{equation}
The threshold wave of the atom is a free spherical wave in $2D-2$ dimensions, evenly oscillating in $\sqrt r$ at large distance.

For $E=k^2/2>0$ the potential in $\rho$ is $-4E\rho^2$. To name the solution, put $R=r^{-\beta}u$ with $\beta=(D-1)/2$ in \eqref{C}. The same algebra removes the first derivative, since $-2\beta+D-1=0$, and the coefficient of $u/r^2$ is $\beta(\beta+1)-2\beta^2-l(l+2\beta-1)=-(l+\beta)(l+\beta-1)$. With $l'=l+\beta-1=l+(D-3)/2$,
\begin{equation}
u''+Q(r)\,u=0,\qquad Q=k^2+\frac{2Z}{r}-\frac{l'(l'+1)}{r^2}.\label{u}
\end{equation}
In the variable $z=kr$ this is $u_{zz}+[1-2\eta/z-l'(l'+1)/z^2]u=0$ with $\eta=-Z/k$, whose regular solution is by definition the regular Coulomb wave function $\mathcal F_{l'}(\eta,z)$. The regular solution of the inverted oscillator at eigenvalue $4Z$ is therefore $\rho^{-(D-1)}\mathcal F_{l'}(-Z/k,\,k\rho^2)$. Here either sign of $Z$ is allowed. The dictionary gives $\omega^2=-4k^2$, so the Gaussian $e^{-\omega\rho^2/2}$ turns into the phase $e^{\pm ik\rho^2}=e^{\pm ikr}$.

Neither case gives a bound state. For $E>0$ consider $W=u'^2+Qu^2$ at large $r$, where $Q>0$. By \eqref{u}, $W'=Q'u^2$, so $|W'/W|\le|Q'|/Q$, which falls at least as fast as $1/r^2$ and is integrable. Thus $W$ tends to a finite nonzero limit, $u$ oscillates with an amplitude that does not die out, and $\int u^2dr$ diverges. For $E=0$ the same argument applied to $\sqrt\rho\,y$, which obeys an equation of the form \eqref{u} with $Q=K^2-(\alpha^2-\frac14)/\rho^2$, gives $y$ an amplitude proportional to $\rho^{-1/2}$. The Coulomb norm then has an integrand of size $\rho^{-(d-2)}\rho^{-1}\rho^{d+1}=\rho^2$ and diverges. The program integrates the Coulomb equation in $r$ at $E=0$ and compares with \eqref{zero}, and integrates the inverted oscillator in $\rho$ at one positive energy and compares with $\mathcal F_{l'}$. In both, after one overall constant is fitted, it asserts agreement to $10^{-7}$ relative to the largest value of the reference function.

\section{What happens to the angles}

\noindent Q: The phrase ``maps hydrogen onto the four-dimensional oscillator'' suggests that every state of one goes to a state of the other. You have mapped only radial functions. Do the state counts agree?

\medskip\noindent A: In general they do not. Let $\mathcal P_l$ be the space of homogeneous polynomials of degree $l$ in $D$ variables and $\mathcal H_l$ its harmonic subspace. Counting monomials gives $\dim\mathcal P_l=\binom{l+D-1}{D-1}$. Give the polynomials the inner product in which distinct monomials are orthogonal and $x_1^{a_1}\cdots x_D^{a_D}$ has squared norm $a_1!\cdots a_D!$. In it multiplication by $x_i$ is adjoint to $\partial_i$: for one variable, $(x\cdot x^{a-1},x^a)=a!$ and $(x^{a-1},\partial x^a)=a\,(a-1)!$. So multiplication by $r^2$ is adjoint to $\nabla^2$. The kernel of an operator is the orthogonal complement of the range of its adjoint, which gives $\mathcal P_l=\mathcal H_l\oplus r^2\mathcal P_{l-2}$, and multiplication by $r^2$ loses no dimension, so $\dim\mathcal H_l=\dim\mathcal P_l-\dim\mathcal P_{l-2}$. Repeating the decomposition shows that on the sphere every polynomial is a sum of the functions $Y$. Polynomials are dense among continuous functions on the sphere, so the separation in the first section misses no state.

A Coulomb shell has fixed $s=n_r+l$ and contains $l=0,\dots,s$. The sum telescopes:
\begin{equation}
g_C(s)=\sum_{l=0}^s\dim\mathcal H_l=\binom{s+D-1}{D-1}+\binom{s+D-2}{D-1}.
\end{equation}
The matching oscillator level has $N=2n_r+L=2s$ and contains $L=0,2,\dots,2s$, so its sum telescopes to the number of monomials of degree $N$ in $d$ variables,
\begin{equation}
g_O(2s)=\binom{2s+d-1}{d-1},\qquad d=2D-2 .
\end{equation}
The lists of radial states match, $(n_r,l)\leftrightarrow(n_r,2l)$, but each carries its own angular multiplicity. For $D=2$, $g_C=(s+1)+s=2s+1$ and $g_O=2s+1$, equal for all $s$. For $D\ge3$, $g_C$ grows as $s^{D-1}$ and $g_O$ as $s^{2D-3}$, so they cannot agree for all $s$. The program finds $\dim\mathcal H_l$ from the rank of the Laplacian on monomials and prints, for $s=2$ and $N=4$, the counts 5 and 5 for $D=2$, 9 and 35 for $D=3$, and 20 and 330 for $D=5$.

For $D=2$ the agreement has a direct cause. The complex map $x_1+ix_2=(\xi_1+i\xi_2)^2$, known as the Levi-Civita map, has $r=\rho^2$ and doubles the angle, $\varphi=2\vartheta$, so $e^{im\varphi}=e^{2im\vartheta}$. The points $\xi$ and $-\xi$ have the same image, so only functions even in $\xi$ arise, which is the restriction to even $L$. For $D=3$ the counts show that a map of the full wave function, such as the Kustaanheimo--Stiefel map, must restrict the oscillator states by a further condition. Nothing above uses such a construction, and the radial statement holds for every integer $D\ge2$ without it.

\section{Hydrogen 3p}

\noindent Q: Take a real state and let me follow the numbers.

\medskip\noindent A: Take the 3p state of hydrogen in the nonrelativistic model with a fixed point nucleus: $D=3$, $l=1$, $n_r=1$, $Z=1$. The digits below are those of this model and serve to compare the two sides. The dictionary gives $d=2\cdot3-2=4$, $L=2$, $\alpha=2+3-2=3$, and $\nu=1+1+1=3$.

The numerical Coulomb energy is $E=-0.05555556$ hartree, equal to $-1/(2\cdot3^2)$ in all printed digits. It is $-1.51$ eV; the neglected nuclear motion changes the level of real hydrogen by roughly one part in 2000 of its value, so further digits in eV are not those of the atom. The frequency is
\begin{equation}
\omega=\sqrt{8\times0.05555556}=0.666667\ \text{hartree}=\frac{2Z}{\nu}.
\end{equation}
The numerical four-dimensional oscillator with this frequency and $L=2$ has its one-node level at $\varepsilon=4.000000$ hartree, which is $4Z$, and $\varepsilon/\omega=6.000000=2n_r+L+d/2=2+2+2$. With $d=5$ in place of 4 the printed level is $4.333333$ hartree, which is $\omega(2+2+\frac52)$ and lies $\omega/2$ above $4Z$.

For $n=1$ the recurrence \eqref{rec} gives $c_1=-c_0/(\alpha+1)$, so $w_1\propto4-x$. The node is at $x=4$, or $\rho^2=4/\omega$ with $\omega=\frac23$, which is 6. The program finds the node of the Coulomb function at $r=6.000000$ bohr and that of the oscillator function at $\rho=2.449490$ bohr, whose square is 6.

The moments need only $\int_0^\infty x^me^{-x}dx=m!$ and $(4-x)^2=16-8x+x^2$:
\begin{align}
\int x^3e^{-x}(4-x)^2dx&=16\cdot3!-8\cdot4!+5!=24,\\
\int x^4e^{-x}(4-x)^2dx&=16\cdot4!-8\cdot5!+6!=144,\\
\int x^5e^{-x}(4-x)^2dx&=16\cdot5!-8\cdot6!+7!=1200 .
\end{align}
Hence $\langle\rho^2\rangle_O=(144/24)/\omega=9$ bohr$^2$, which is also $\varepsilon/\omega^2=4/(4/9)$, and $\langle\rho^4\rangle_O=(1200/24)/\omega^2=112.5$ bohr$^4$. Both agree with the printed oscillator values. Equation \eqref{mom} predicts $\langle1/r\rangle_C=1/9$ and $\langle r\rangle_C=112.5/9$, and the Coulomb diagonalisation prints $0.111111$ bohr$^{-1}$ and $12.5$ bohr. The oscillator kinetic energy is $2.000000$ hartree, half of $\varepsilon$, and
\begin{equation}
\frac{\omega^2}{4\varepsilon}\langle T\rangle_O=\frac{4/9}{16}\times2=0.0555556\ \text{hartree},
\end{equation}
which is the printed Coulomb kinetic energy and equals $-E$.

For the wave function write $F=A\rho^2e^{-x/2}(4-x)$. The norm is $A^2\cdot24/(2\omega^4)=1$, so $A=\omega^2/\sqrt{12}$. At $\rho=2$ bohr, $x=\frac83$ and
\begin{equation}
F(2)=\frac{4/9}{\sqrt{12}}\times4\times e^{-4/3}\times\frac43=0.180371\ \text{bohr}^{-2}.
\end{equation}
The factor \eqref{N} is $\mathcal N=0.666667/\sqrt8=0.235702$ in atomic units, and $0.235702\times0.180371=0.042514$, the printed value of $R$ at $r=4$ bohr in bohr$^{-3/2}$. The change of unit from bohr$^{-2}$ to bohr$^{-3/2}$ is carried by $\mathcal N$.

\medskip\noindent Q: And the other levels of this same oscillator?

\medskip\noindent A: At $\omega=\frac23$ hartree and $L=2$ the first three levels are printed as $2.666667$, $4.000000$ and $5.333333$ hartree. Divided by 4 they give the charges $0.666667$, $1$ and $1.333333$. Only the middle one is hydrogen; the others are model charges. The program solves the Coulomb problem for each charge and finds the state with $n=0$, $1$, $2$ nodes respectively at the same $E=-0.05555556$ hartree.

The overlap of the first two, each normalised in the Coulomb norm and positive near the origin, follows from \eqref{ip1}. It is the integral of $x\,w_0w_1$ with weight $x^3e^{-x}$, divided by the square roots of the integrals of $x\,w_0^2$ and $x\,w_1^2$ with the same weight, since all constant factors cancel. With $w_0=1$ and $w_1=4-x$,
\begin{equation}
\frac{\int x^4e^{-x}(4-x)\,dx}{\sqrt{4!\times144}}=\frac{4\cdot4!-5!}{\sqrt{24\times144}}=-\frac{24}{\sqrt{24\times144}}=-\frac1{\sqrt6}=-0.408248 ,
\end{equation}
as printed. With the weight $1/r$ one power of $x$ drops out and the numerator is $4\cdot3!-4!=0$; the program prints $2\times10^{-14}$ bohr$^{-1}$ for this overlap.

\medskip\noindent Q: One last count. The 3p level has three magnetic substates. How many partners does its image have?

\medskip\noindent A: In four dimensions $\dim\mathcal H_2=\binom53-1=9$, against $\dim\mathcal H_1=3$ in three dimensions, and the program prints these two numbers. All nine oscillator states share the radial function $F$ found above, and the relation $R(\rho^2)=\mathcal NF(\rho)$ refers to that function alone.

\section*{Numbers as computed}
\begin{verbatim}
largest |eps/(4Z)-1| over 36 states, Z=1.7: 1e-12
H 3p: D=3 l=1 n_r=1 Z=1 b=1 bohr -> d=4 L=2 alpha=3
nu = 3.0
E numerical = -0.05555556 hartree = -1.51174 eV
E formula = -0.05555556 hartree
omega = 0.66666667 hartree
eps numerical = 4.00000000 hartree, eps/omega = 6.000000
node: r = 6.000000 bohr, rho = 2.449490 bohr
<rho^2> = 9.000000 bohr^2, <rho^4> = 112.500000 bohr^4
<1/r> = 0.111111 1/bohr, <r> = 12.500000 bohr
<T> Coulomb = 0.05555556 hartree, <T> oscillator = 2.000000 hartree
omega/sqrt(2 eps) = 0.235702 (a.u.)
R(r=4) = 0.042514 bohr^-3/2, F(rho=2) = 0.180371 bohr^-2
control d=5, L=2: eps = 4.333333 hartree
Sturmian n=0: eps = 2.666667 hartree, Z_n = 0.666667, E = -0.05555556 hartree
Sturmian n=1: eps = 4.000000 hartree, Z_n = 1.000000, E = -0.05555556 hartree
Sturmian n=2: eps = 5.333333 hartree, Z_n = 1.333333, E = -0.05555556 hartree
overlap n=0,1: weight 1: -0.408248; weight 1/r: 2e-14 1/bohr
angular degeneracy: D=3 l=1: 3; d=4 L=2: 9
D=2: Coulomb shell s=2: 5 states; oscillator N=4: 5 states
D=3: Coulomb shell s=2: 9 states; oscillator N=4: 35 states
D=5: Coulomb shell s=2: 20 states; oscillator N=4: 330 states
ground D=2 d=2: E = -2.000000, omega = 4.000000, eps = 4.000000 hartree
ground D=3 d=4: E = -0.500000, omega = 2.000000, eps = 4.000000 hartree
ground D=4 d=6: E = -0.222222, omega = 1.333333, eps = 4.000000 hartree
ground D=5 d=8: E = -0.125000, omega = 1.000000, eps = 4.000000 hartree
\end{verbatim}
